# Structure weights in H2 and the sign of a Chirgwin-Coulson weight

## The problem

Two hydrogen nuclei are held at $R=1.40$ bohr (0.741 Å). Each carries one real, normalized 1s function, $a$ on the left and $b$ on the right, with overlap $s=\langle a|b\rangle$ between 0 and 1. Write $ab$ for $a(1)b(2)$, and so on. The two electrons form a singlet, so the spatial function is symmetric under exchange of the electrons, and the spin factor can be left out. The covalent and ionic structures are

$$\Phi_1=\frac{ab+ba}{\sqrt{2(1+s^2)}},\qquad \Phi_2=\frac{aa+bb}{\sqrt{2(1+s^2)}} .$$

The ground state is $\Psi=c_1\Phi_1+c_2\Phi_2$. With $S_{ij}=\langle\Phi_i|\Phi_j\rangle$, three definitions of the weight of structure $i$ are

- Chirgwin-Coulson: $w_i=c_i\,(Sc)_i$
- Löwdin: $w_i=\big[(S^{1/2}c)_i\big]^2$
- inverse-overlap: $w_i\propto c_i^2/(S^{-1})_{ii}$, scaled so that the weights sum to one.

In the STO-3G basis, where each 1s function is a fixed sum of three Gaussians imitating a Slater function of exponent $\zeta=1.24$ per bohr, the integrals give $s=0.65932$ and, in hartree with the nuclear repulsion included,

$$H_{11}=-1.12433,\quad H_{22}=-0.98150,\quad H_{12}=-1.09017 .$$

**(a)** Find the three sets of weights.

**(b)** Keep $R$ fixed, but let $\zeta$ be changed by scaling the Gaussians. Can the Chirgwin-Coulson weight of a structure in the ground state become negative? Give a case, or show that there is none.

## A tempting answer to (b)

The coupling $H_{12}$ is negative. The lowest state of a two-level problem with negative coupling is the in-phase combination, so $c_1$ and $c_2$ have the same sign. The overlap $S_{12}$ is positive. Every term in

$$w_1=c_1^2+S_{12}c_1c_2,\qquad w_2=c_2^2+S_{12}c_1c_2$$

is then positive. Changing the exponent to $0.70$, for example, gives $H_{12}=-0.85164$ hartree, which is still negative. The conclusion would be that this route leads to no negative weight.

## Where it fails

The rule "negative coupling, in-phase ground state" belongs to orthogonal basis functions. Here the equations are $Hc=ESc$. With $\sigma=S_{12}$, the second row reads

$$(H_{12}-E\sigma)\,c_1+(H_{22}-E)\,c_2=0,$$

so that

$$\frac{c_2}{c_1}=-\frac{H_{12}-E\sigma}{H_{22}-E}. \tag{1}$$

The denominator is positive, because the ground-state energy $E$ lies below the energy $H_{22}$ of the ionic structure alone. The relative sign is therefore set by $H_{12}-E\sigma$, and not by $H_{12}$.

The sign of $H_{12}$ could not have decided the matter in any case. If the zero of energy is moved so that every energy rises by $k$, then $H_{12}$ becomes $H_{12}+k\sigma$, and a suitable $k$ gives it either sign while $\Psi$ stays the same. The combination $H_{12}-E\sigma$ does not change, since $k\sigma$ cancels.

The question in (b) is thus open again, and the coefficients must be found properly.

## Solution of (a)

**Overlap.** Two-electron overlaps are products of one-electron overlaps. The squared norm of $ab+ba$ is $1+s^2+s^2+1=2(1+s^2)$, and that of $aa+bb$ is the same, which explains the prefactors. Each of the four terms in $\langle ab+ba|aa+bb\rangle$ equals $s$; for example, $\langle ab|aa\rangle=\langle a|a\rangle\langle b|a\rangle=s$. Hence

$$\sigma=\frac{4s}{2(1+s^2)}=\frac{2s}{1+s^2}=0.91910 .$$

The two structures, although named as opposites, are nearly the same function.

**Energy.** Setting the determinant of $H-ES$ to zero gives $(H_{11}-E)(H_{22}-E)-(H_{12}-E\sigma)^2=0$, or, in powers of $E$,

$$(1-\sigma^2)E^2-(H_{11}+H_{22}-2\sigma H_{12})E+H_{11}H_{22}-H_{12}^2=0 .$$

With the unrounded integrals this is $0.15525E^2+0.10187E-0.08495=0$; the five-digit values quoted above can change the last digit by one. Its lower root is $E=-1.1373$ hartree.

**Coefficients.** From (1),

$$\frac{c_2}{c_1}=-\frac{-1.09017+1.13728\times0.91910}{-0.98150+1.13728}=\frac{0.0449}{0.1558}=0.288 .$$

Normalization requires $c^TSc=c_1^2+c_2^2+2\sigma c_1c_2=1$. This gives $c_1=0.7874$ and $c_2=0.2270$. The squares, $0.6200$ and $0.0515$, sum to only $0.6715$. The rest of the norm is the cross term $2\sigma c_1c_2=0.3285$, and the three definitions differ in how they deal with it.

**Chirgwin-Coulson.** Each structure receives half of the cross term, $0.1643$:

$$w_1=0.6200+0.1643=0.784,\qquad w_2=0.0515+0.1643=0.216 .$$

**Löwdin.** The matrix $S$ has eigenvectors $e_\pm=(1,\pm1)^T/\sqrt2$ with eigenvalues $1\pm\sigma$. Its square root has the same eigenvectors and the roots of the eigenvalues, so

$$S^{1/2}=\begin{pmatrix}\alpha&\beta\\ \beta&\alpha\end{pmatrix},\qquad \alpha,\beta=\frac{\sqrt{1+\sigma}\pm\sqrt{1-\sigma}}{2}=0.8349,\;0.5504 .$$

Then

$$w_1=(\alpha c_1+\beta c_2)^2=(0.7823)^2=0.612,\qquad w_2=(\beta c_1+\alpha c_2)^2=(0.6229)^2=0.388 .$$

**Inverse-overlap.** Inverting the $2\times2$ matrix gives $(S^{-1})_{11}=(S^{-1})_{22}=1/(1-\sigma^2)$. The unscaled quantities are

$$(1-\sigma^2)c_1^2=0.0963,\qquad (1-\sigma^2)c_2^2=0.0080,$$

and dividing by their sum gives $w_1=0.923$ and $w_2=0.077$.

The unscaled numbers have a direct meaning. Suppose $\Phi_1$ is removed and $\Psi$ is fitted as well as possible by a multiple of $\Phi_2$. The part of $\Phi_1$ parallel to $\Phi_2$ is $\sigma\Phi_2$, so what cannot be fitted is $c_1(\Phi_1-\sigma\Phi_2)$. Its squared norm is $c_1^2(1-2\sigma^2+\sigma^2)=c_1^2(1-\sigma^2)$. Removing the covalent structure thus costs 9.6% of the squared norm, and removing the ionic one costs 0.8%.

One wave function has given ionic weights of 0.216, 0.388 and 0.077. All three are correct values of what they define. None is an observable of the molecule.

## Solution of (b)

**A better pair of functions.** The sign argument that failed above can be used safely in an orthogonal basis. Take the bonding and antibonding orbitals

$$g=\frac{a+b}{\sqrt{2(1+s)}},\qquad u=\frac{a-b}{\sqrt{2(1-s)}} .$$

Multiplying out, $gg$ is proportional to $aa+bb+ab+ba$, hence to $\Phi_1+\Phi_2$, while $uu$ is proportional to $aa+bb-ab-ba$, hence to $\Phi_2-\Phi_1$. Since $\Phi_1\pm\Phi_2$ has squared norm $2(1\pm\sigma)$,

$$gg=\frac{\Phi_1+\Phi_2}{\sqrt{2(1+\sigma)}},\qquad uu=\frac{\Phi_2-\Phi_1}{\sqrt{2(1-\sigma)}} .$$

These two functions are orthogonal. They differ in both orbitals, so one-electron operators do not couple them. The coupling is the electrostatic self-repulsion of the charge distribution $g(\mathbf r)u(\mathbf r)$, which is positive. The ground state therefore combines them with opposite signs:

$$\Psi=C\,gg-D\,uu,\qquad C,D>0,\quad C^2+D^2=1 .$$

Collecting the coefficients of $\Phi_1$ and $\Phi_2$ gives

$$c_{1}=\frac1{\sqrt2}\left(\frac{C}{\sqrt{1+\sigma}}+\frac{D}{\sqrt{1-\sigma}}\right),\qquad c_{2}=\frac1{\sqrt2}\left(\frac{C}{\sqrt{1+\sigma}}-\frac{D}{\sqrt{1-\sigma}}\right). \tag{2}$$

The ionic coefficient is a difference. A small $D$ can outweigh a large $C$ if $1-\sigma$ is small enough.

**The weights in terms of $C$ and $D$.** Equation (2) says that $c=Ce_+/\sqrt{1+\sigma}+De_-/\sqrt{1-\sigma}$. Acting with $S$ multiplies the two terms by $1+\sigma$ and $1-\sigma$, so

$$(Sc)_2=\frac{1}{\sqrt2}\left(C\sqrt{1+\sigma}-D\sqrt{1-\sigma}\right).$$

The Chirgwin-Coulson ionic weight is the product of this and $c_2$:

$$w_2=\frac12\left[C^2+D^2-CD\left(\sqrt{\frac{1-\sigma}{1+\sigma}}+\sqrt{\frac{1+\sigma}{1-\sigma}}\right)\right].$$

Over the common denominator $\sqrt{1-\sigma^2}$, the bracketed roots add to $[(1-\sigma)+(1+\sigma)]/\sqrt{1-\sigma^2}=2/\sqrt{1-\sigma^2}$. Therefore

$$w_2^{\rm CC}=\frac12-\frac{CD}{\sqrt{1-\sigma^2}},\qquad w_1^{\rm CC}=\frac12+\frac{CD}{\sqrt{1-\sigma^2}} . \tag{3}$$

Acting with $S^{1/2}$ instead gives $S^{1/2}c=Ce_++De_-$, with components $(C\pm D)/\sqrt2$. Squaring them,

$$w_{1,2}^{\rm L}=\frac12\pm CD .$$

For the inverse-overlap weights, put $x=C/\sqrt{1+\sigma}$ and $y=D/\sqrt{1-\sigma}$. Then $c_{1,2}^2=(x\pm y)^2/2$, the sum of the squares is $x^2+y^2$, and

$$w_{1,2}^{\rm inv}=\frac12\pm\frac{xy}{x^2+y^2}=\frac12\pm\frac{CD\sqrt{1-\sigma^2}}{C^2(1-\sigma)+D^2(1+\sigma)} .$$

The last form follows on multiplying numerator and denominator by $1-\sigma^2$.

**The condition.** By (3), the ionic weight is negative exactly when

$$2CD>\sqrt{1-\sigma^2}=\frac{1-s^2}{1+s^2} . \tag{4}$$

The last equality holds because $1-\sigma^2=[(1+s^2)^2-4s^2]/(1+s^2)^2=(1-s^2)^2/(1+s^2)^2$. The covalent weight of the ground state is never below one half. The Löwdin and inverse-overlap weights cannot be negative, being squares or squares divided by positive numbers.

For STO-3G, $C=0.9936$ and $D=0.1127$, so $2CD=0.224$ against $\sqrt{1-\sigma^2}=0.394$, and the weight is positive. Condition (4) shows what to try: raise the overlap so that the right side falls, and see whether $CD$ survives. At fixed $R$, more diffuse orbitals overlap more.

**The case.** Scale the Gaussians to $\zeta=0.70$ per bohr. The integrals now give $s=0.86328$, $\sigma=0.98929$, $H_{22}=-0.83841$ and $H_{12}=-0.85164$ hartree, and the ground-state energy is $E=-0.86690$ hartree. The quantity that decides the sign is

$$H_{12}-E\sigma=-0.85164+0.86690\times0.98929=+0.0060\ \text{hartree}.$$

It is positive although $H_{12}$ is negative. Equation (1) gives $c_2/c_1=-0.0060/0.0285\approx-0.21$, and the normalized coefficients are $c_1=1.2608$ and $c_2=-0.2644$. The cross term per structure is $\sigma c_1c_2=-0.3297$, so

$$w_1^{\rm CC}=1.5896-0.3297=1.260,\qquad w_2^{\rm CC}=0.0699-0.3297=-0.260 .$$

The answer to (b) is yes. For the same state the Löwdin weights are 0.611 and 0.389, and the inverse-overlap weights are 0.958 and 0.042.

**The cause.** Between the two bases $2CD$ hardly moves, from 0.224 to 0.222, while $\sqrt{1-\sigma^2}$ drops from 0.394 to 0.146. The roles can be separated by exchanging the amplitudes. With the overlap of the diffuse basis and the $C,D$ of the standard one, the ionic weight is $-0.267$; with the opposite choice it is $+0.219$. For these two bases the sign follows the overlap. In general the overlap alone does not decide it, since (4) weighs the overlap against $CD$. With $\zeta=1.24$ and the bond shortened to $0.79$ bohr the overlap is again $s=0.863$, but $2CD$ falls to $0.123$ and the ionic weight is $+0.080$.

## What the negative number means

The Chirgwin-Coulson weight is a product of two different quantities, the coefficient $c_2$ and the projection $(Sc)_2=\langle\Phi_2|\Psi\rangle$. For orthogonal structures they coincide and the product is a square. Here the projection on the ionic structure is $+0.983$, while the coefficient is $-0.264$.

There is no contradiction. Let $p=Sc$ be the projections. Then $c=S^{-1}p$, whose second component is

$$c_2=\frac{p_2-\sigma p_1}{1-\sigma^2} .$$

The term $\sigma p_1$ is the ionic projection that the covalent part $p_1\Phi_1$ already brings with it. In the diffuse basis it is $0.98929\times0.99926=0.9886$, slightly more than the required $0.9829$. The ionic structure enters with a negative coefficient to remove the excess. The weight $-0.260$ records this correction and cannot be read as a probability.

The state itself is sound: it is normalized and is the lowest singlet in its basis. The basis, however, is poor. Its energy is $-0.867$ hartree, against $-1.137$ hartree for STO-3G. Both are minimal-basis values; full configuration interaction in the cc-pVTZ basis gives $-1.172$ hartree. The weights of the diffuse case also depend on the Gaussian expansion: with six Gaussians per Slater function in place of three, the ionic weights at $\zeta=0.70$ become $-0.273$, $0.387$ and $0.046$, while those at $\zeta=1.24$ keep the three digits given.

**The crossing point.** At $R=1.40$ bohr the ionic coefficient vanishes at $\zeta=0.873$ per bohr (at $0.878$ with six Gaussians per Slater function). There $\Psi=\Phi_1$, a purely covalent function, and the Chirgwin-Coulson and inverse-overlap ionic weights are both zero. The Löwdin weight is not. With $c=(1,0)^T$ it equals

$$w_2^{\rm L}=\beta^2=\frac{\big(\sqrt{1+\sigma}-\sqrt{1-\sigma}\big)^2}{4}=\frac{1-\sqrt{1-\sigma^2}}{2}=0.391 .$$

Löwdin weights refer to orthogonalized structures, each of which is a mixture of the original two. Being non-negative does not make them faithful to the original labels.

**The excited state.** Let the columns of $X$ be the coefficient vectors of both states. Orthonormality, $X^TSX=1$, says that $X^TS$ is the inverse of $X$, so $XX^TS=1$ as well. The diagonal element $i$ of this equation is $\sum_k X_{ik}(SX)_{ik}=1$: the Chirgwin-Coulson weights of one structure, summed over the two states, give one. A covalent weight of 1.260 in the ground state therefore forces $-0.260$ in the upper of these two states, at $-0.026$ hartree. This is not the first excited singlet: the singlet $aa-bb$ lies between them, at $-0.368$ hartree, and contains neither $\Phi_1$ nor $\Phi_2$.

**Grouping.** The configurations $aa$ and $bb$ could be counted as separate structures. The total Chirgwin-Coulson ionic weight is $\langle c_2\Phi_2|\Psi\rangle$, and splitting $c_2\Phi_2$ into two parts splits this into two terms with the same sum. For STO-3G it stays at 0.216. The other schemes lack this additivity: the total ionic weight rises from 0.388 to 0.446 for Löwdin and from 0.0767 to 0.1065 for inverse-overlap. A quoted weight needs its list of structures as well as its definition.

**Limits.** When $s\to0$, $\sigma\to0$ and all three definitions reduce to $c_i^2$. Separated atoms are an example: at $R=10$ bohr in STO-3G all three covalent weights are 1.000. The agreement is absolute, not relative: at $R=7$ bohr the small ionic weights are $6.2$, $7.5$ and $2.5\times10^{-5}$ in the order of the definitions above. When $s\to1$, the structures become linearly dependent. Equation (3) then grows without bound unless $CD$ falls at least as fast as $\sqrt{1-\sigma^2}$, and the division of the state into covalent and ionic parts loses its meaning.

The numerical check obtains the weights from their matrix definitions and compares them with the formulas in $C$ and $D$, using amplitudes from a separate configuration-interaction calculation in $g$ and $u$.

## Numbers as computed

```
Bond length: 1.40 bohr = 0.7408 angstrom
--- Slater exponent 1.24 per bohr ---
Orbital overlap s: 0.65932; structure overlap: 0.91910
H cov-cov, ion-ion: -1.12433, -0.98150 hartree
H cov-ion: -1.09017 hartree
Energy ground, excited: -1.13728, 0.48114 hartree
Coefficients cov, ion: 0.78740, 0.22696
Sum of squared coefficients: 0.67150
Projections on cov, ion: 0.99599, 0.95066
CI amplitudes C, D: 0.99363, 0.11272
2CD: 0.22399; sqrt(1-sigma^2): 0.39402
Chirgwin-Coulson cov, ion: 0.7842, 0.2158
Lowdin cov, ion: 0.6120, 0.3880
Lost norm cov, ion: 0.096255, 0.007997
Inverse-overlap cov, ion: 0.9233, 0.0767
Excited-state Chirgwin-Coulson cov, ion: 0.2158, 0.7842
--- Slater exponent 0.70 per bohr ---
Orbital overlap s: 0.86328; structure overlap: 0.98929
H cov-cov, ion-ion: -0.86565, -0.83841 hartree
H cov-ion: -0.85164 hartree
Energy ground, excited: -0.86690, -0.02572 hartree
Coefficients cov, ion: 1.26078, -0.26436
Sum of squared coefficients: 1.65946
Projections on cov, ion: 0.99926, 0.98292
CI amplitudes C, D: 0.99375, 0.11161
2CD: 0.22182; sqrt(1-sigma^2): 0.14596
Chirgwin-Coulson cov, ion: 1.2598, -0.2598
Lowdin cov, ion: 0.6109, 0.3891
Lost norm cov, ion: 0.033867, 0.001489
Inverse-overlap cov, ion: 0.9579, 0.0421
Excited-state Chirgwin-Coulson cov, ion: -0.2598, 1.2598
--- Chirgwin-Coulson ionic weight, amplitudes exchanged ---
Overlap of 0.70, amplitudes of 1.24: -0.2673
Overlap of 1.24, amplitudes of 0.70: 0.2185
--- Threshold where the ionic coefficient vanishes ---
Slater exponent: 0.8726 per bohr
Structure overlap: 0.97601; energy: -1.02548 hartree
Lowdin ionic weight there: 0.3911
--- Total ionic weight, exponent 1.24: grouped, split ---
Chirgwin-Coulson: 0.2158, 0.2158
Lowdin: 0.3880, 0.4464
Inverse-overlap: 0.0767, 0.1065
Covalent weights at 10 bohr (same order): 1.00000, 1.00000, 1.00000
```
